\section*{The g factor of an axial dangling orbital with spin-orbit coupling, part 1}

(Sections cited here and not found follow in the second part.)

\section{The g tensor of the half-filled orbital}

\textbf{Q.} A dangling bond at the interface between silicon and its oxide gives a spin resonance whose field changes when the sample is turned. A spin one-half has no axis of its own. How can the direction of an orbital reach the spin at all?

\textbf{A.} Through a small orbital moment, which spin-orbit coupling ties to the spin. For one electron I take
\begin{equation}
h=h_0+\zeta\,\mathbf l\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s).
\label{eq:h}
\end{equation}
Here $h_0$ contains neither spin nor field. The operators $\mathbf l$ and $\mathbf s$ are in units of $\hbar$, so $\zeta$ is an energy. The electron charge is negative, so the magnetic moment is $-\mu_B(\mathbf l+g_e\mathbf s)$ and the field energy carries a plus sign with $g_e>0$. The origin of $\mathbf l$ is the atom that carries the dangling orbital.

Without $\mathbf l$, the field energy would be $g_e\mu_B\mathbf B\cdot\mathbf s$, the same for every direction of $\mathbf B$. Any anisotropy must come from $\mathbf l$, and $\mathbf l$ knows about the orbital.

\textbf{Q.} Then say which orbitals there are. ``Dangling orbital'' is a picture, not a definition.

\textbf{A.} Let $z$ be the direction in which the orbital points. The atom has real orbitals $s,p_x,p_y,p_z$, and its neighbours supply two real orbitals $t_x,t_y$, orthogonal to these. The levels of $h_0$ are
\begin{align}
d&=c_s s+c_p p_z, & \varepsilon_d&=0,\nonumber\\
h&=c_p s-c_s p_z, & \varepsilon_h&=-\Delta_h,\nonumber\\
B_x&=a_Bp_x+a_At_x, & \varepsilon_B&=-\Delta_B,\nonumber\\
A_x&=-a_Ap_x+a_Bt_x, & \varepsilon_A&=+\Delta_A,
\label{eq:levels}
\end{align}
with $B_y$ and $A_y$ built in the same way. The coefficients are real, with $c_s^2+c_p^2=1$ and $a_B^2+a_A^2=1$, and the three energies $\Delta$ are positive. The levels $h$ and $B$ are full, $d$ holds one electron, and $A$ is empty. That makes $2+4+1=7$ electrons.

Two simplifications belong to this model. The neighbour orbitals have neither spin-orbit coupling nor orbital moment, and the second hybrid $h$ is a single level instead of being spread over bonds.

\textbf{Q.} You wrote a Hamiltonian for one electron and then counted seven. The g factor belongs to the whole state.

\textbf{A.} I treat the electrons as independent, so the total energy is the sum of the occupied one-electron energies. What matters for g is the part linear in $\mathbf B$. I claim that full levels contribute nothing to it.

Let $\Theta$ be time reversal and $\mathbf m=\mathbf l+g_e\mathbf s$. Both angular momenta change sign under $\Theta$, so $\mathbf m\Theta=-\Theta\mathbf m$. At $\mathbf B=0$ the Hamiltonian commutes with $\Theta$, and its levels come in pairs $\varphi,\Theta\varphi$ of equal energy, the Kramers pairs. Since $\Theta$ is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*$, and
\begin{equation}
\langle\Theta\varphi|\mathbf m|\Theta\varphi\rangle
=-\langle\Theta\varphi|\Theta\mathbf m\varphi\rangle
=-\langle\varphi|\mathbf m\varphi\rangle^*
=-\langle\varphi|\mathbf m|\varphi\rangle .
\label{eq:pair}
\end{equation}
The last step uses that $\mathbf m$ is Hermitian. When the field splits a pair, the sum of the two first-order energies is the trace of $\mu_B\mathbf B\cdot\mathbf m$ over the pair, and by \eqref{eq:pair} this trace is zero. A full pair therefore has no energy linear in $\mathbf B$. The linear energy of the seven-electron state is that of the one electron in the half-filled pair.

\textbf{Q.} I distrust this when I come to perturbation theory. You will mix $B$ into $d$, but $B$ is full. The Pauli principle forbids the electron in $d$ to go there.

\textbf{A.} It does, and the permitted process gives the same answer. Let $V$ be everything in \eqref{eq:h} except $h_0$, and define
\begin{equation}
W_\sigma(\mathbf B)=\sum_{b}|\langle d\sigma|V|b\rangle|^2,
\end{equation}
where $b$ runs over the four spin orbitals of the $B$ level. Suppose that $d\!\uparrow$ is occupied. The one-electron formula for the energy of $d\!\uparrow$ contains the forbidden term
\begin{equation}
-\frac{W_\uparrow}{\varepsilon_B-\varepsilon_d}=+\frac{W_\uparrow}{\Delta_B}.
\end{equation}
In the many-electron state the permitted process lifts an electron from $B$ into the vacancy $d\!\downarrow$. It costs the energy $\Delta_B$ and contributes $-W_\downarrow/\Delta_B$. The two differ by
\begin{equation}
\frac{W_\uparrow}{\Delta_B}-\left(-\frac{W_\downarrow}{\Delta_B}\right)
=\frac{W_\uparrow+W_\downarrow}{\Delta_B}.
\end{equation}
Time reversal exchanges $d\!\uparrow$ with $d\!\downarrow$ up to a phase, maps the set of $b$ onto itself, and reverses $\mathbf B$ in $V$. Hence $W_\uparrow(\mathbf B)=W_\downarrow(-\mathbf B)$, and the sum $W_\uparrow+W_\downarrow$ is even in $\mathbf B$. It has no linear part, so both accounts give the same g factor. Excitations from the full levels $B$ and $h$ to $A$ do not involve $d$, and their sum is even in $\mathbf B$ for the same reason. Between $h$ and $d$ there is no matrix element of $V$, because $\mathbf l$ turns $s$ and $p_z$ only into $p_x$ and $p_y$, as shown below.

\textbf{Q.} Very well, one electron in $d$. Then the obvious thing is to take the mean value of $\mathbf l$ in $d$.

\textbf{A.} That mean value is zero. In position space $\mathbf l=-i\,\mathbf r\times\nabla$. For a real function $d$ the integral of $d\,(\mathbf r\times\nabla)d$ is real, so $\langle d|\mathbf l|d\rangle$ is $-i$ times a real number. A Hermitian operator has a real mean value. The only number that is both real and imaginary is zero:
\begin{equation}
\langle d|\mathbf l|d\rangle=0 .
\label{eq:quench}
\end{equation}
The orbital moment is said to be quenched. In first order the spin-orbit term vanishes and the field term is $g_e\mu_B\mathbf B\cdot\mathbf s$. This argument needs an orbital level that is not degenerate. In a degenerate level one could form complex combinations that carry a moment.

\textbf{Q.} So to first order nothing happens. What does second order mean here, when you have two perturbations?

\textbf{A.} It means two actions of $V$. The useful combination is one action of the spin-orbit term and one of the field. I want an operator that acts on the spin alone, so I eliminate the other orbitals. Let $P$ project on $d\!\uparrow,d\!\downarrow$ and let $Q=1-P$. The $Q$ part of $(h_0+V)\psi=E\psi$ reads
\begin{equation}
(E-Qh_0Q-QVQ)\,Q\psi=QVP\psi .
\end{equation}
Solving for $Q\psi$ and inserting it into the $P$ part gives
\begin{equation}
E\,P\psi=\left[\varepsilon_d+PVP+PVQ\,\frac{1}{E-Qh_0Q-QVQ}\,QVP\right]P\psi .
\end{equation}
The last term already contains $V$ twice. To second order I may therefore set $E=\varepsilon_d$ and drop $QVQ$ in the denominator:
\begin{equation}
H_{\rm eff}=\varepsilon_d+PVP-\sum_{n\neq d}\frac{PV|n\rangle\langle n|VP}{\varepsilon_n-\varepsilon_d}.
\label{eq:heff}
\end{equation}
Here $n$ labels spatial orbitals only, and the spin operators inside $V$ are kept as operators.

\textbf{Q.} Now insert $V$, and do not discard anything without telling me.

\textbf{A.} Grouping the terms with $\mathbf l$,
\begin{equation}
V=\sum_i l_i(\zeta s_i+\mu_BB_i)+g_e\mu_B\mathbf B\cdot\mathbf s .
\end{equation}
The last term does not change the orbital, so it has no matrix element between $d$ and $n\neq d$. With
\begin{equation}
M_{ij}=\sum_{n\neq d}\frac{\langle d|l_i|n\rangle\langle n|l_j|d\rangle}{\varepsilon_n-\varepsilon_d},
\label{eq:M}
\end{equation}
the second-order part of \eqref{eq:heff} becomes
\begin{align}
H^{(2)}&=-\sum_{ij}M_{ij}(\zeta s_i+\mu_BB_i)(\zeta s_j+\mu_BB_j)\nonumber\\
&=-\zeta^2\sum_{ij}M_{ij}s_is_j
-\zeta\mu_B\sum_{ij}M_{ij}(s_iB_j+B_is_j)
-\mu_B^2\sum_{ij}M_{ij}B_iB_j .
\label{eq:three}
\end{align}

The matrix $M$ is real and symmetric. For real orbitals $\langle d|l_i|n\rangle=iu_i$ with $u_i$ real, and Hermiticity gives $\langle n|l_j|d\rangle=-iu_j$. Their product is $u_iu_j$.

\textbf{Q.} Three terms. The first contains spin operators and no field. Could it split the doublet before a field is applied?

\textbf{A.} No. Because $M$ is symmetric, only the symmetric part of $s_is_j$ counts, and for spin one-half $s_is_j+s_js_i=\tfrac12\delta_{ij}$. Therefore
\begin{equation}
-\zeta^2\sum_{ij}M_{ij}s_is_j=-\frac{\zeta^2}{4}\sum_iM_{ii},
\end{equation}
a common shift of both spin states. The third term of \eqref{eq:three} contains no spin and also shifts both states equally. The same is true of the diamagnetic term, quadratic in $\mathbf B$, which I left out of \eqref{eq:h}.

Two further terms left out of \eqref{eq:h} do act on the spin and are linear in $\mathbf B$. The relativistic mass correction shifts $g$ equally in all directions by $-\alpha^2g_e\langle T\rangle$, with $\alpha$ the fine-structure constant and $\langle T\rangle$ the kinetic energy of the unpaired electron in hartree. The spin-orbit operator also acquires a term linear in $\mathbf B$ when the vector potential is added to the momentum, and this term does not vanish along the axis of a $p_z$ orbital. For the hydrogen $1s$ state the two together give $-\alpha^2g_e/3=-3.6\times10^{-5}$. They are not part of the model below.

In the middle term the two products are equal after exchanging the summation labels, since $M_{ij}=M_{ji}$. This is the origin of the factor two: the spin-orbit term may act first or second. Together with the first-order field term,
\begin{equation}
H_{\rm spin}=\mu_B\sum_{ij}B_i\,g_{ij}\,s_j,\qquad
g_{ij}=g_e\delta_{ij}-2\zeta M_{ij}.
\label{eq:g}
\end{equation}

\textbf{Q.} The direction of the orbital must now sit in $M$. Show me, without quoting a table of matrix elements.

\textbf{A.} Write $p_x=xf(r)$, $p_y=yf(r)$, $p_z=zf(r)$. The gradient of a function of $r$ is parallel to $\mathbf r$, so $\mathbf r\times\nabla f=0$ and $\mathbf l$ gives zero on $f(r)$ and on $s$. Since $\mathbf l$ contains first derivatives only, the product rule lets it act on the factor $z$ alone:
\begin{align}
l_xp_z&=-i(y\partial_z-z\partial_y)z\,f=-iyf=-ip_y,\nonumber\\
l_yp_z&=-i(z\partial_x-x\partial_z)z\,f=+ixf=+ip_x,\nonumber\\
l_zp_z&=-i(x\partial_y-y\partial_x)z\,f=0 .
\label{eq:lp}
\end{align}
The radial function $f$ has dropped out. For the dangling orbital this gives
\begin{equation}
l_xd=-ic_pp_y,\qquad l_yd=ic_pp_x,\qquad l_zd=0 .
\label{eq:ld}
\end{equation}

The geometry is visible here. The operator $l_x$ generates a rotation about $x$, which tips the orbital towards $y$. The operator $l_z$ generates a rotation about the orbital's own axis, which leaves it unchanged. A field along $z$ finds no orbital motion to act on.

\textbf{Q.} But $p_x$ and $p_y$ are not levels of your $h_0$. They are shared between $B$ and $A$.

\textbf{A.} So I project on the levels \eqref{eq:levels}:
\begin{align}
\langle B_y|l_x|d\rangle&=-ic_pa_B, & \langle A_y|l_x|d\rangle&=+ic_pa_A,\nonumber\\
\langle B_x|l_y|d\rangle&=+ic_pa_B, & \langle A_x|l_y|d\rangle&=-ic_pa_A .
\end{align}
The signs disappear in the absolute squares, and
\begin{equation}
M_{xx}=M_{yy}=c_p^2\left(\frac{a_A^2}{\Delta_A}-\frac{a_B^2}{\Delta_B}\right).
\end{equation}
The minus sign comes from $\varepsilon_B-\varepsilon_d=-\Delta_B$. The element $M_{xy}$ is zero, because $l_x$ leads from $d$ only to $y$ orbitals and $l_y$ only to $x$ orbitals. Every element with an index $z$ is zero because $l_zd=0$. The hybrid $h$ does not appear, because \eqref{eq:ld} contains neither $s$ nor $p_z$. Inserting $M$ into \eqref{eq:g},
\begin{equation}
g_\parallel=g_e,\qquad
g_\perp=g_e+2\zeta c_p^2\left(\frac{a_B^2}{\Delta_B}-\frac{a_A^2}{\Delta_A}\right).
\label{eq:main}
\end{equation}

\textbf{Q.} Give me a limit that I can judge without the bonds.

\textbf{A.} Take a single electron in a pure $p_z$ orbital, with empty, unshared $p_x$ and $p_y$ at an energy $\Delta$ above it. Then $c_p^2=1$, $a_A^2=1$, $a_B=0$, and $g_\perp=g_e-2\zeta/\Delta$. In the opposite limit $c_p=0$ the orbital is an $s$ orbital, which has no direction, and the shift in \eqref{eq:main} vanishes, as any anisotropy must.

To first order in the spin-orbit coupling, the g factor of the model dangling orbital keeps its free-electron value along the axis and shifts across it, with full and empty levels contributing opposite signs. What remains is to examine the sign of that shift, the next order along the axis, the resonance field, and how far the model accounts for the real defect.
